# Charge balance and the Poole-Frenkel exponent with and without compensating traps: test program

```python
"""
Poole-Frenkel exponent from nondegenerate charge balance.

Result under test:
    d ln(J/F) / d sqrt(F) = s * beta / kT,   s = (Na + n) / (Na + 2 n + K)
    n (n + Na) = K (Nd - Na - n)
    K = (Nc/2) exp(-(Ed - beta sqrt(F)) / kT)
n  : free-electron density          Nd : donor-like trap density
Na : filled deep acceptor density   Ed : donor depth below the band edge
Nc : effective band density         F  : field,  J = e * mobility * n * F
K  : emission rate divided by capture coefficient
beta sqrt(F) : lowering of the Coulomb barrier by the field
Internal units: eV, nm, V/nm for fields, cm^-3 for densities.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint, quad
from scipy.optimize import brentq, minimize_scalar

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # V nm
MV_PER_CM = 0.1                                         # V/nm
EPS_R = 2.5
DEPTH = 1.0
N_DONOR = 1e18
TEMPERATURE = 400.0
FIELD_LOW, FIELD_HIGH = 0.25 * MV_PER_CM, 1.0 * MV_PER_CM
FILMS = {"A": 0.0, "B": 3e14, "C": 1e17}
BETA = 2 * np.sqrt(COULOMB / EPS_R)                      # eV / sqrt(V/nm)


def thermal_energy(temperature):
    return const.k * temperature / const.e


def band_density_formula(temperature):
    return 2e-6 * (const.m_e * const.k * temperature
                   / (2 * np.pi * const.hbar**2))**1.5


def emission_ratio(lowering, temperature=TEMPERATURE):
    return (band_density_formula(temperature) / 2
            * np.exp(-(DEPTH - lowering) / thermal_energy(temperature)))


def density_formula(ratio, acceptors):
    total = acceptors + ratio
    available = N_DONOR - acceptors
    return 2 * ratio * available / (
        total + np.sqrt(total**2 + 4 * ratio * available))


def exponent_formula(ratio, acceptors):
    n = density_formula(ratio, acceptors)
    return (acceptors + n) / (acceptors + 2 * n + ratio)


def numerical_barrier(field):
    """Lowering and peak distance from the potential itself."""
    result = minimize_scalar(lambda r: COULOMB / (EPS_R * r) + field * r,
                             bounds=(0.05, 50.0), method="bounded",
                             options={"xatol": 1e-8})
    return result.fun, result.x


def kinetic_density(field, acceptors, temperature=TEMPERATURE):
    """Long-time limit of emission and capture, all donors empty at start.

    Densities are divided by N_DONOR, time is in 1/(capture coeff * N_DONOR).
    """
    k = emission_ratio(numerical_barrier(field)[0], temperature) / N_DONOR
    a = acceptors / N_DONOR

    def rate(y, t):
        return [k * (1 - a - y[0]) - y[0] * (y[0] + a)]

    def jacobian(y, t):
        return [[-(k + 2 * y[0] + a)]]

    end = 60 / (a + np.sqrt(k))
    path = odeint(rate, [1 - a], [0.0, end], Dfun=jacobian,
                  rtol=1e-11, atol=1e-19, mxstep=50000)
    return path[-1, 0] * N_DONOR


def kinetic_exponents(field, acceptors):
    """Finite-difference growth of n and of empty donors, over beta/kT."""
    root = np.sqrt(field)
    step = 1e-3 * root
    upper = kinetic_density((root + step)**2, acceptors)
    lower = kinetic_density((root - step)**2, acceptors)
    unit = 2 * step * BETA / thermal_energy(TEMPERATURE)
    return (np.log(upper / lower) / unit,
            np.log((upper + acceptors) / (lower + acceptors)) / unit)


def kinetic_activation(field, acceptors):
    """Minus the derivative of ln n with respect to 1/kT, in eV."""
    hot, cold = TEMPERATURE * 1.001, TEMPERATURE * 0.999
    change = np.log(kinetic_density(field, acceptors, hot)
                    / kinetic_density(field, acceptors, cold))
    return change / (1 / thermal_energy(cold) - 1 / thermal_energy(hot))


def fermi_dirac_balance(acceptors):
    """Zero-field density and Fermi level with full statistics."""
    kt = thermal_energy(TEMPERATURE)
    states = (2 * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
    prefactor = states * (kt * const.e)**1.5 * 1e-6
    acceptor_level = -3.0

    def free(mu):
        integral = quad(lambda y: 2 * y**2 / (1 + np.exp(y**2 - mu / kt)),
                        0, 8, epsabs=0, epsrel=1e-11)[0]
        return prefactor * integral

    def net_negative(mu):
        empty_donors = N_DONOR / (1 + 2 * np.exp((mu + DEPTH) / kt))
        filled_acceptors = acceptors / (
            1 + 2 * np.exp((acceptor_level - mu) / kt))
        return free(mu) + filled_acceptors - empty_donors

    mu = brentq(net_negative, -1.8, -0.1, xtol=1e-14, rtol=1e-14)
    return free(mu), mu


kt = thermal_energy(TEMPERATURE)
nc = band_density_formula(TEMPERATURE)
print(f"relative permittivity: {EPS_R:.2f}")
print(f"donor depth: {DEPTH:.3f} eV")
print(f"donor density: {N_DONOR:.3e} cm^-3")
print(f"mean donor spacing Nd^(-1/3): {N_DONOR**(-1/3) * 1e7:.2f} nm")
print(f"temperature: {TEMPERATURE:.1f} K, kT = {kt:.5f} eV")
print(f"effective band density Nc: {nc:.4e} cm^-3")
print(f"beta: {BETA * np.sqrt(MV_PER_CM):.4f} eV per sqrt(MV/cm)")
print(f"full slope beta/kT: {BETA * np.sqrt(MV_PER_CM) / kt:.3f}"
      " per sqrt(MV/cm)")

# Barrier lowering and peak position against direct minimization
for field in (FIELD_LOW, FIELD_HIGH):
    lowering, distance = numerical_barrier(field)
    assert abs(lowering / (BETA * np.sqrt(field)) - 1) < 1e-9
    assert abs(distance / np.sqrt(COULOMB / (EPS_R * field)) - 1) < 1e-5
    print(f"F = {field / MV_PER_CM:.2f} MV/cm: lowering {lowering:.4f} eV, "
          f"peak at {distance:.3f} nm, K = {emission_ratio(lowering):.4e} cm^-3")

# Zero-field balance against Fermi-Dirac statistics
for name, acceptors in FILMS.items():
    n_full, fermi = fermi_dirac_balance(acceptors)
    n_closed = density_formula(emission_ratio(0.0), acceptors)
    assert abs(n_full / n_closed - 1) < 1e-6
    print(f"film {name}: Na = {acceptors:.2e} cm^-3, zero field: "
          f"n = {n_full:.4e} cm^-3, Fermi level {fermi:.4f} eV")

# Density, exponent, centre growth and activation energy in the field
for name, acceptors in FILMS.items():
    for field in (FIELD_LOW, FIELD_HIGH):
        ratio = emission_ratio(BETA * np.sqrt(field))
        n = kinetic_density(field, acceptors)
        s, centre_growth = kinetic_exponents(field, acceptors)
        activation = kinetic_activation(field, acceptors)
        s_closed = exponent_formula(ratio, acceptors)
        barrier = DEPTH - BETA * np.sqrt(field)
        assert n / nc < 1e-3
        assert abs(n / density_formula(ratio, acceptors) - 1) < 1e-6
        assert abs(s - s_closed) < 5e-5
        assert abs(centre_growth - s_closed * n / (n + acceptors)) < 5e-5
        assert abs(activation - s_closed * (barrier + 1.5 * kt)) < 1e-4
        print(f"film {name}, {field / MV_PER_CM:.2f} MV/cm: "
              f"n = {n:.4e} cm^-3, s = {s:.4f}")
        print(f"   growth of empty donors dlnN+/dlnK = {centre_growth:.4f}, "
              f"activation energy {activation:.4f} eV")

# Limiting densities, compared with the kinetic solution
ratio_high = emission_ratio(BETA * np.sqrt(FIELD_HIGH))
n_half = np.sqrt(ratio_high * N_DONOR)
n_one = ratio_high * (N_DONOR - FILMS["C"]) / FILMS["C"]
assert abs(kinetic_density(FIELD_HIGH, 0.0) / n_half - 1) < 5e-3
assert abs(kinetic_density(FIELD_HIGH, FILMS["C"]) / n_one - 1) < 5e-3
print(f"limit sqrt(K Nd) at 1 MV/cm: {n_half:.4e} cm^-3")
print(f"limit K(Nd-Na)/Na, film C, 1 MV/cm: {n_one:.4e} cm^-3")

# Monotonic rise with acceptor density and the exact half at Na = K
acceptor_scan = [0.0, ratio_high, 3e14, 1e16, 1e17, 9e17]
scan = [kinetic_exponents(FIELD_HIGH, a)[0] for a in acceptor_scan]
assert np.all(np.diff(scan) > 0)
assert scan[0] < 0.5 and abs(scan[1] - 0.5) < 5e-5
assert scan[-1] > 0.999
print("exponent s at 1 MV/cm against acceptor density:")
for acceptors, s in zip(acceptor_scan, scan):
    print(f"   Na = {acceptors:.3e} cm^-3: s = {s:.5f}")

# Field at which free electrons equal acceptors in film B
na = FILMS["B"]
ratio_cross = 2 * na**2 / (N_DONOR - 2 * na)
field_cross = ((DEPTH - kt * np.log(nc / (2 * ratio_cross))) / BETA)**2
n_cross = kinetic_density(field_cross, na)
s_cross = kinetic_exponents(field_cross, na)[0]
assert abs(n_cross / na - 1) < 1e-6
assert abs(s_cross - 2 / 3) < 1e-3
print(f"film B crossover: F = {field_cross / MV_PER_CM:.4f} MV/cm, "
      f"K = {ratio_cross:.4e} cm^-3")
print(f"   there n = {n_cross:.4e} cm^-3, s = {s_cross:.4f}")

# Straight-line reading of ln(J/F) against sqrt(F), as if s were one
roots = np.linspace(np.sqrt(FIELD_LOW), np.sqrt(FIELD_HIGH), 9)
apparent = {}
for name, acceptors in FILMS.items():
    densities = np.array([kinetic_density(r**2, acceptors) for r in roots])
    logs = np.log(densities)
    line = np.polyfit(roots, logs, 1)
    deviation = np.max(np.abs(np.polyval(line, roots) - logs))
    apparent[name] = 4 * COULOMB / (line[0] * kt)**2
    current_ratio = densities[-1] / densities[0] * FIELD_HIGH / FIELD_LOW
    print(f"film {name}: J(1)/J(0.25 MV/cm) = {current_ratio:.4e}, "
          f"mean s = {line[0] * kt / BETA:.4f}")
    print(f"   apparent permittivity {apparent[name]:.3f}, "
          f"largest deviation of ln(J/F) from line {deviation:.4f}")
assert abs(apparent["A"] / (4 * EPS_R) - 1) < 0.01
assert abs(apparent["C"] / EPS_R - 1) < 0.01
assert apparent["C"] < apparent["B"] < apparent["A"]

print("finished without a failed check")
```

Printed output:

```
relative permittivity: 2.50
donor depth: 1.000 eV
donor density: 1.000e+18 cm^-3
mean donor spacing Nd^(-1/3): 10.00 nm
temperature: 400.0 K, kT = 0.03447 eV
effective band density Nc: 3.8635e+19 cm^-3
beta: 0.4800 eV per sqrt(MV/cm)
full slope beta/kT: 13.925 per sqrt(MV/cm)
F = 0.25 MV/cm: lowering 0.2400 eV, peak at 4.800 nm, K = 5.1326e+09 cm^-3
F = 1.00 MV/cm: lowering 0.4800 eV, peak at 2.400 nm, K = 5.4221e+12 cm^-3
film A: Na = 0.00e+00 cm^-3, zero field: n = 2.2042e+12 cm^-3, Fermi level -0.5749 eV
film B: Na = 3.00e+14 cm^-3, zero field: n = 1.6189e+10 cm^-3, Fermi level -0.7443 eV
film C: Na = 1.00e+17 cm^-3, zero field: n = 4.3727e+07 cm^-3, Fermi level -0.9482 eV
film A, 0.25 MV/cm: n = 7.1639e+13 cm^-3, s = 0.5000
   growth of empty donors dlnN+/dlnK = 0.5000, activation energy 0.4058 eV
film A, 1.00 MV/cm: n = 2.3258e+15 cm^-3, s = 0.4994
   growth of empty donors dlnN+/dlnK = 0.4994, activation energy 0.2855 eV
film B, 0.25 MV/cm: n = 1.6226e+13 cm^-3, s = 0.9512
   growth of empty donors dlnN+/dlnK = 0.0488, activation energy 0.7721 eV
film B, 1.00 MV/cm: n = 2.1805e+15 cm^-3, s = 0.5316
   growth of empty donors dlnN+/dlnK = 0.4673, activation energy 0.3039 eV
film C, 0.25 MV/cm: n = 4.6193e+10 cm^-3, s = 1.0000
   growth of empty donors dlnN+/dlnK = 0.0000, activation energy 0.8117 eV
film C, 1.00 MV/cm: n = 4.8772e+13 cm^-3, s = 0.9995
   growth of empty donors dlnN+/dlnK = 0.0005, activation energy 0.5714 eV
limit sqrt(K Nd) at 1 MV/cm: 2.3285e+15 cm^-3
limit K(Nd-Na)/Na, film C, 1 MV/cm: 4.8799e+13 cm^-3
exponent s at 1 MV/cm against acceptor density:
   Na = 0.000e+00 cm^-3: s = 0.49942
   Na = 5.422e+12 cm^-3: s = 0.50000
   Na = 3.000e+14 cm^-3: s = 0.53156
   Na = 1.000e+16 cm^-3: s = 0.95321
   Na = 1.000e+17 cm^-3: s = 0.99946
   Na = 9.000e+17 cm^-3: s = 0.99999
film B crossover: F = 0.5708 MV/cm, K = 1.8011e+11 cm^-3
   there n = 3.0000e+14 cm^-3, s = 0.6665
film A: J(1)/J(0.25 MV/cm) = 1.2986e+02, mean s = 0.4999
   apparent permittivity 10.006, largest deviation of ln(J/F) from line 0.0003
film B: J(1)/J(0.25 MV/cm) = 5.3754e+02, mean s = 0.6971
   apparent permittivity 5.144, largest deviation of ln(J/F) from line 0.2605
film C: J(1)/J(0.25 MV/cm) = 4.2233e+03, mean s = 0.9999
   apparent permittivity 2.500, largest deviation of ln(J/F) from line 0.0002
finished without a failed check
```
